\section*{Subband g Factor from Zeeman and Bias Splittings in Gate Voltage}

\section{Problem}

A ballistic point contact connects two electron reservoirs. Raising the gate voltage $V_g$ lowers its subband edges, and the differential conductance $G$ rises by $2e^2/h$ as each subband opens. The transconductance $dG/dV_g$ then has a peak. An in-plane magnetic field $B$ splits this peak because the two spin edges separate. At zero field, a source-drain bias $V$ also splits it, because the edge meets the source and drain potentials at different gate voltages.

The synthetic readings below belong to the second subband. The field readings were taken at zero bias and the bias readings at zero field. $D$ is the distance between the two maxima in gate voltage.

\begin{center}
\begin{tabular}{cc|cc}
$B$ (T) & $D_B$ (mV) & $V$ (mV) & $D_V$ (mV)\\ \hline
3.0 & 25.0 & 1.0 & 21.4\\
4.0 & 33.6 & 1.5 & 37.2\\
5.0 & 44.2 & 2.0 & 50.8\\
6.0 & 52.3 & 2.5 & 62.9\\
7.0 & 60.1 & 3.0 & 74.8\\
8.0 & 70.9 & &
\end{tabular}
\end{center}

Each peak position carries an independent random error of 0.50 mV (one standard deviation). With neither field nor bias, the single peak has a full width at half maximum of 21.7 mV. One more reading, free of random error, gives $D_B=18.3$ mV at 2.5 T. The temperature is 0.5 K. Find the lever arm, the magnitude of the effective $g$ factor, and its uncertainty.

\section{A tempting solution}

The bias peaks are best separated at 3.0 mV, so take the lever arm from there:
\[
\alpha=\frac{3.0\ \mathrm{meV}}{74.8\ \mathrm{mV}}=0.0401\ \mathrm{meV/mV}.
\]
Orbital effects of the field are smallest at low field, so take the Zeeman energy from the reading at 2.5 T. With the Bohr magneton $\mu_B=0.057884$ meV/T,
\[
|g|=\frac{0.0401\times18.3}{0.057884\times2.5}\approx5.1 .
\]

The same recipe applied at 8 T gives
\[
|g|=\frac{0.0401\times70.9}{0.057884\times8.0}\approx6.1 .
\]
The reading error of a splitting is $\sqrt2\times0.50=0.71$ mV, or 1\% at 8 T, and the reading at 2.5 T has none. The disagreement is therefore not noise. One might conclude that $g$ grows with field. Before doing so, one must ask whether the distance between two \emph{maxima} equals the distance between two \emph{thresholds}.

\section{What the peaks measure}

The algebra uses atomic units, $\hbar=e=m_e=1$, in which $\mu_B=1/2$ and $2e^2/h=1/\pi$. Electrons do not interact, and transmission depends only on energy measured from the subband edge.

\subsection{The shape of one step}

Along the channel, let the potential near its top be an inverted parabola of frequency $\omega_x$, separable from the transverse motion. With effective mass $m$, $\xi=\sqrt{m\omega_x}\,x$ and $\eta=\varepsilon/\omega_x$, where $\varepsilon$ is the energy above the edge,
\[
-\tfrac12\psi''-\tfrac12\xi^2\psi=\eta\psi .
\]
At large $|\xi|$ the local wavenumber is $\sqrt{\xi^2+2\eta}\approx|\xi|+\eta/|\xi|$. Its integral gives the phase, so the outgoing waves are $|\xi|^{i\eta-1/2}e^{i\xi^2/2}$ on both sides, and the incoming wave is the complex conjugate.

For a wave incident from the left, the solution on the right is $t\,\xi^{i\eta-1/2}e^{i\xi^2/2}$. Continue it to the left along a large arc in the upper half plane, $\xi\to|\xi|e^{i\pi}$. This exponential decays in the first quadrant and grows in the second. The incoming wave that appears in the second quadrant is the smaller one there, so it leaves the coefficient of the growing wave unchanged. The reflected amplitude is therefore
\[
r=t\,(e^{i\pi})^{i\eta-1/2}=-i\,t\,e^{-\pi\eta}.
\]
Current conservation, $|r|^2+|t|^2=1$, gives
\begin{equation}
T(\varepsilon)=|t|^2=\frac1{1+e^{-\varepsilon/w}},\qquad w=\frac{\omega_x}{2\pi}.
\end{equation}
Direct integration of the wave equation at $\eta=-0.25$, 0 and 0.3 agrees with this to $1.4\times10^{-6}$ in $T$.

\subsection{Bias}

Let $V>0$ be the bias across the contact. A fraction $\beta$ raises the source potential and the rest lowers the drain potential, relative to the subband edges. With Fermi function $f$, the Landauer current including both spins is
\[
I=\frac1\pi\sum_n\int T(E-E_n)\bigl[f(E-\mu-\beta V)-f(E-\mu+(1-\beta)V)\bigr]dE .
\]
Differentiating the first Fermi function with respect to $V$ gives $-\beta f'$. The second, with its minus sign, gives $-(1-\beta)f'$. Define the thermal average $\bar T(\varepsilon)=\int T(\varepsilon+u)[-f'(u)]\,du$. Then
\begin{equation}
\pi G=\sum_n\bigl[\beta\bar T(\mu+\beta V-E_n)+(1-\beta)\bar T(\mu-(1-\beta)V-E_n)\bigr].
\label{bias}
\end{equation}
The two thresholds are $E_n=\mu+\beta V$ and $E_n=\mu-(1-\beta)V$. They differ by $V$ for any $\beta$, which is taken here to be independent of bias and gate voltage. If the edge falls linearly, $E_n=E_n^0-\alpha V_g$, the threshold separation in gate voltage is
\begin{equation}
S_V=V/\alpha .
\end{equation}

\subsection{Field}

At zero bias the spin edges are $E_n\pm|g|B/4$, since half the Zeeman energy $|g|\mu_BB=|g|B/2$ goes to each side. Each spin carries half the conductance:
\begin{equation}
\pi G=\tfrac12\sum_n\bigl[\bar T(\mu-E_n-|g|B/4)+\bar T(\mu-E_n+|g|B/4)\bigr].
\label{field}
\end{equation}
Hence $S_B=|g|B/(2\alpha)$. Dividing the two slopes removes $\alpha$:
\begin{equation}
|g|=2\,\frac{dS_B/dB}{dS_V/dV}
\quad\text{or}\quad
|g|=\frac{e}{\mu_B}\frac{dS_B/dB}{dS_V/dV}
\label{result}
\end{equation}
in atomic and in practical units. Reversing the sign of $g$ exchanges the spin labels and leaves $G$ unchanged, so the sign is not measured.

For $\beta=1/2$, equations (\ref{bias}) and (\ref{field}) are the same function of gate voltage when $V=|g|B/2$, even if $E_n(V_g)$ is not linear. If the subbands have different $g$ factors, this holds near one riser, where the other subbands are fully open or closed. As a test, all three subbands of the model were given $g=6$. At 6.0 T the matching bias is $6\times0.057884\times6.0=2.084$ mV. A field curve and a bias curve, the latter obtained by differentiating the current integral numerically, then differ by at most $1.4\times10^{-7}$ in units of $2e^2/h$. With $\beta=0.55$ the difference reaches 0.08: unequal division changes the curve, though not the threshold separation.

\section{Where the tempting solution fails}

The quantities $S_V$ and $S_B$ are threshold separations, whereas the readings are distances between maxima of a sum of two broad peaks. Each peak has its maximum on the flank of the other, which pulls it inward.

To find the pull, take two equal steps with threshold separation $\Delta$ in energy and neglect temperature. Since $T'(\varepsilon)=\mathrm{sech}^2(\varepsilon/2w)/(4w)$, the transconductance is proportional to
\[
h=\mathrm{sech}^2(y-d)+\mathrm{sech}^2(y+d),\qquad y=\frac{\mu-E_n}{2w},\quad d=\frac{\Delta}{4w}.
\]
Let $C=\cosh2y$ and $c=\cosh2d$. Over a common denominator, the numerator is
\[
\cosh^2(y+d)+\cosh^2(y-d)=1+\tfrac12[\cosh(2y+2d)+\cosh(2y-2d)]=1+Cc .
\]
The denominator is the square of $\cosh(y+d)\cosh(y-d)=\tfrac12(C+c)$. Therefore
\[
h=\frac{4(1+Cc)}{(C+c)^2},\qquad
\frac{dh}{dC}=\frac{4[c(C+c)-2(1+Cc)]}{(C+c)^3}=\frac{4(c^2-2-Cc)}{(C+c)^3}.
\]
The derivative changes from positive to negative at
\begin{equation}
C=c-\frac2c .
\label{pull}
\end{equation}
If $D$ is the distance between the maxima, in energy for now, they lie at $2y=\pm D/2w$. So $C=\cosh(D/2w)$ and $c=\cosh(\Delta/2w)$ in (\ref{pull}). Multiplying by $c$ gives $c^2-Cc-2=0$, whose positive root yields the correction
\begin{equation}
\cosh\frac{\Delta}{2w}=\frac{C+\sqrt{C^2+8}}2,\qquad C=\cosh\frac{D}{2w}.
\label{correct}
\end{equation}

Two limits show how the error behaves. For $\Delta\gg w$, write (\ref{pull}) in exponentials and use $2/c\approx4e^{-\Delta/2w}$:
\[
e^{D/2w}+e^{-D/2w}\approx e^{\Delta/2w}+e^{-\Delta/2w}-8e^{-\Delta/2w}.
\]
To leading order the two decaying exponentials cancel. Taking the logarithm gives
\[
D\approx\Delta-16w\,e^{-\Delta/w},
\]
so the error vanishes exponentially for well-separated peaks.

At the other end, two maxima require $C>1$, that is $c^2-c-2=(c-2)(c+1)>0$, or $c>2$. The smallest resolvable separation is
\[
\Delta_c=2w\,\mathrm{arccosh}\,2=2w\ln(2+\sqrt3).
\]
Just above it, put $c=2+\delta$. Then (\ref{pull}) gives $C-1\approx\tfrac32\delta$, while $C-1\approx\tfrac12(D/2w)^2$ and $\delta\approx\sqrt3(\Delta-\Delta_c)/2w$. Hence
\[
D\approx2w\sqrt{3\sqrt3\,(\Delta-\Delta_c)/2w}.
\]
For two equal steps the visible splitting starts from zero at a finite field, with a square-root rise. If the two peaks are unequal, as with a varying lever arm, the second maximum appears at a finite distance from the first instead. A straight line through the origin does not describe raw readings in this region.

The tempting solution took its lever arm from well-separated peaks and its Zeeman splitting from overlapping ones, so the overlap error did not cancel. Had the 2.5 T reading been compared with a bias that produced the \emph{same} raw splitting, the curve identity for $\beta=1/2$ would have given the Zeeman energy without any correction.

\section{Solution}

For a locally constant lever arm, (\ref{correct}) holds in gate voltage with $w$ replaced by $w_g=w/\alpha$. The unsplit peak supplies $w_g$. It falls to half height where $\cosh^2(v/2w_g)=2$, with $v$ measured from its centre, so its full width is $4w_g\,\mathrm{arccosh}\sqrt2=3.5255\,w_g$ and
\[
w_g=\frac{21.7}{3.5255}=6.155\ \mathrm{mV}.
\]
This width includes thermal broadening. Using it in (\ref{correct}) treats the thermally broadened peak as a logistic one, which is an approximation.

For the reading at 3.0 T,
\[
C=\cosh\frac{25.0}{12.31}=3.876,\qquad
c=\frac{3.876+\sqrt{3.876^2+8}}2=4.337,
\]
\[
S_B=12.31\,\mathrm{arccosh}(4.337)=26.43\ \mathrm{mV}.
\]
The other field readings become 34.00, 44.27, 52.32, 60.11 and 70.90 mV. The bias readings become 23.71, 37.43, 50.83, 62.90 and 74.80 mV. The correction is 11\% of the raw value at 1.0 mV bias and negligible at 3.0 mV.

Both separations vanish with their cause in this model, so fit lines through the origin. Minimizing $\sum(S-aB)^2$ gives $a=\sum BS/\sum B^2$, and similarly for the bias:
\[
\frac{dS_B}{dB}=\frac{1738.5}{199}=8.736\ \mathrm{mV/T},\qquad
\frac{dS_V}{dV}=\frac{563.2}{22.5}=25.03\ \mathrm{mV/mV}.
\]
The lever arm is $1/25.03=0.0400$ meV/mV, and (\ref{result}) gives
\[
|g|=\frac{8.736}{25.03\times0.057884}=6.03 .
\]

An error of 0.707 mV in each splitting gives slope errors of $0.707/\sqrt{199}=0.050$ mV/T and $0.707/\sqrt{22.5}=0.149$ mV/mV. These are 0.57\% and 0.60\% of the slopes. Since the errors are independent, their squares add in the ratio:
\[
\frac{\sigma_g}{|g|}=\sqrt{0.0057^2+0.0060^2}=0.0083,\qquad |g|=6.03\pm0.05 .
\]
This estimate ignores the effect of the overlap correction on the reading errors. Repeating the extraction on 6000 sets of random readings, with that effect included, gives a spread of 0.049. Neither figure includes an error in the measured peak width.

The reading at 2.5 T now falls into line. Equation (\ref{correct}) turns 18.3 mV into 21.7 mV, and
\[
|g|=\frac{21.7}{25.03\times0.057884\times2.5}\approx6.0 .
\]
The apparent growth of $g$ with field came from the overlap.

The value used to generate the data was $g=6$. The generating model had $\omega_x=1.5$ meV, a subband spacing of 6 meV, neighbouring $g$ factors of 7 and 5.5, and a lever arm of 0.040 meV/mV at the centre that decreases by 5\% over 50 mV. Without reading errors, the same extraction returns 6.00, so temperature and the varying lever arm do little harm here.

\section{When the answer can be trusted}

\textbf{Resolution.} Here $w=1.5/2\pi=0.239$ meV, so $\Delta_c=0.63$ meV, which corresponds to 1.81 T for $g=6$. With temperature and the varying lever arm included, two maxima appear from 1.96 T at 0.5 K and from 3.94 T at 4.2 K, already about 6 mV and 14 mV apart at onset because the varying lever arm makes the two peaks unequal. At 4.2 K the 3.0 T reading would not exist, and the 4.0 T reading would lie at the edge of resolution.

\textbf{A spin gap.} Suppose interactions add a field-independent gap of 0.2 meV once the spins are polarized. This is an assumed size, not a prediction. A line through the origin then overestimates $g$ by
\[
\frac{0.2}{\mu_B}\frac{\sum B}{\sum B^2}=\frac{0.2}{0.057884}\times\frac{33}{199}=0.57 .
\]
The simulated extraction indeed gives 6.57, while lines with free intercepts give 6.00, at the price of a random error about three times larger. Such a gap would produce an intercept of $0.2/0.040=5$ mV. The field data give $-0.5\pm1.0$ mV and show no sign of one.

\textbf{Series resistance.} If $V$ is the applied bias, part of it is lost in the leads. At the first peak of the second subband, only the first subband carries the bias current, so $I\approx G_0V$ with $G_0=2e^2/h$. At the second peak both carry it, and $I\approx2G_0V$. For a series resistance $R$ and $\beta=1/2$, each peak is displaced by half the local bias. The splitting therefore shrinks by the mean fraction $1.5RG_0$, and $g$ is overestimated by about the same fraction. For 400 ohm this is 4.6\%, and a zero-temperature simulation gives 4.7\%. That is several times the random error, so the resistance must be subtracted first.

\textbf{Common shifts.} A shift of both spin edges leaves the splitting unchanged if $\alpha$ is constant. In a hard-wall well 10 nm wide with effective mass $0.04\,m_e$, an in-plane field directed across the channel raises both edges by $B^2\langle z^2\rangle/2m=0.46$ meV at 8 T, if the leads do not shift with them. The peaks move to a gate voltage where $\alpha$ is smaller, and the noise-free result rises to 6.05. A tilt of one degree at 8 T gives a perpendicular field component with cyclotron energy $\omega_c=0.40$ meV. If the transverse confinement is parabolic with $\omega_y=6$ meV, both spin edges of the second subband rise by only $\tfrac32\bigl(\sqrt{\omega_y^2+\omega_c^2}-\omega_y\bigr)=0.02$ meV. Dividing the bias with $\beta=0.55$ gives 6.02.

\textbf{Real devices.} The parameters are roughly those of split-gate contacts in narrow-gap III--V quantum wells, where $|g|$ ranges from several to a few tens. The model leaves out spin--orbit coupling and interactions between electrons, which real devices have. Rashba coupling mixes the transverse subbands and can reduce the splitting when the field points across the channel. With a mass of $0.04\,m_e$, $\omega_y=6$ meV and an assumed Rashba coefficient of 10 meV nm, the reduction in the second subband is about 3\%, more than the random error. Exchange can enhance the splitting by tens of percent or more, most strongly in the lowest subbands. An enhancement proportional to $B$ leaves no intercept and is absorbed into the slope. The measured quantity is then an effective $g$ factor of the occupied channel, which this method cannot separate from the band value. The numerical output lists the inputs and results of the simulated extractions.

\section*{Numbers as computed}
\begin{verbatim}
Hidden target g: 6.00
Neighbour g, first subband: 7.00
Neighbour g, third subband: 5.50
Barrier energy: 1.500 meV
Subband spacing: 6.000 meV
Central lever arm set: 0.0400 meV/mV
Lever curvature scale: 1000 mV
Temperature: 0.5 K
Bohr magneton: 0.057884 meV/T
Transmission max error: 0.0000014
Field for curve match: 6.0 T
Matching bias: 2.0838 mV
Matched-curve max difference: 0.00000014 2e^2/h
Difference at bias fraction 0.55: 0.0835 2e^2/h
Unsplit FWHM reading: 21.7 mV
Gate logistic width: 6.155 mV
Error of each peak reading: 0.50 mV
B=3.0 T: raw=25.0 mV, corrected=26.43 mV
B=4.0 T: raw=33.6 mV, corrected=34.00 mV
B=5.0 T: raw=44.2 mV, corrected=44.27 mV
B=6.0 T: raw=52.3 mV, corrected=52.32 mV
B=7.0 T: raw=60.1 mV, corrected=60.11 mV
B=8.0 T: raw=70.9 mV, corrected=70.90 mV
V=1.0 mV: raw=21.4 mV, corrected=23.71 mV
V=1.5 mV: raw=37.2 mV, corrected=37.43 mV
V=2.0 mV: raw=50.8 mV, corrected=50.83 mV
V=2.5 mV: raw=62.9 mV, corrected=62.90 mV
V=3.0 mV: raw=74.8 mV, corrected=74.80 mV
Field slope: 8.7363 +/- 0.0501 mV/T
Bias slope: 25.0293 +/- 0.1491 mV/mV
Extracted lever arm: 0.03995 meV/mV
Extracted |g|: 6.030 +/- 0.050
Monte Carlo g error: 0.049
Noise-free extracted g: 6.000
Free intercept: -0.51 +/- 0.97 mV
Ideal resolution energy: 0.629 meV
Ideal resolution field: 1.811 T
Resolution field at 0.5 K: 1.96 T
Resolution field at 4.2 K: 3.94 T
At 2.5 T: raw g=5.060, corrected g=5.987
g with bias fraction 0.55: 6.019
Orbital inputs: well=10.0 nm, mass=0.040 m_e
Orbital shift at 8 T: 0.460 meV
g with orbital shift: 6.048
Shift at 8 T, 1.0 deg tilt: 0.0204 meV
Assumed exchange gap: 0.200 meV
g with gap: origin=6.573, free=5.999
Series resistance: 400 ohm
Series g factor: simulated=1.0467, estimate=1.0465
\end{verbatim}
